# Molecular-flow conductance of a thin aperture for air

## Problem

Two vessels contain dilute dry air at the same temperature, $T=293$ K. A wall with a hole of area $A=1\ \mathrm{cm^2}$ separates them. The wall is much thinner than the hole is wide, and molecules almost never collide with one another near the hole. The pressures are $P_1$ and $P_2$, with $P_1>P_2$.

The throughput $Q$ is the net flow measured as pressure times volume per second. The conductance of the hole is $C=Q/(P_1-P_2)$.

(a) Show that $C=A\sqrt{kT/(2\pi m)}$, where $m$ is the molecular mass, and that this equals $A\bar v/4$, where $\bar v$ is the mean molecular speed.

(b) Show that $C$ is about 11.6 L/s for air.

(c) The first vessel is a 30 L deposition chamber held at $P_1=1.0\times10^{-4}$ Torr by a steady leak. The second is pumped at $S=100$ L/s. Find $P_2$, the throughput and the pumping speed available at the first chamber.

(d) Decide whether the flow in (c) is molecular, and up to what pressure it stays so.

## Hints

1. Take the molecules that share one velocity. Those that cross the hole during a short time $dt$ fill a slanted cylinder. What is its volume?
2. The motion along the hole's axis has a Gaussian distribution, and only one sign of that velocity component leads through the hole.
3. Without collisions, the streams in the two directions do not affect each other. Subtract them, then use $P=nkT$.
4. Air is a mixture. Each gas passes through the hole at its own rate.
5. In steady flow, the gas that passes the hole is the gas that the pump removes.
6. For (d), compare the mean free path with the diameter of the hole.

## Solution

### (a) The conductance formula

Let the $z$ axis point through the hole from vessel 1 to vessel 2, and let $n_1$ be the number of molecules per unit volume in vessel 1. The gas there is at rest on average and has the Maxwell distribution. The hole must be small compared with the chamber walls, so that the loss through it does not disturb this distribution.

Consider molecules with a given velocity whose component $v_z$ is positive. Those that cross the hole within $dt$ lie in a cylinder with base $A$ and height $v_z\,dt$. The cylinder is slanted along the velocity, but its volume is still base times height, $A v_z\,dt$. The sideways components therefore drop out, and only the distribution of $v_z$ is needed:

$$f(v_z)=\sqrt{\frac{m}{2\pi kT}}\;e^{-mv_z^2/(2kT)} .$$

The number crossing per second from 1 to 2 is

$$\dot N_{1\to2}=n_1A\int_0^\infty v_z f(v_z)\,dv_z .$$

The lower limit is zero because molecules with negative $v_z$ move away from the hole. With $a=m/(2kT)$,

$$\int_0^\infty v_z e^{-av_z^2}dv_z=\left[-\frac{e^{-av_z^2}}{2a}\right]_0^\infty=\frac1{2a}=\frac{kT}{m},$$

and therefore

$$\int_0^\infty v_z f\,dv_z=\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}=\sqrt{\frac{kT}{2\pi m}} .$$

To relate this to the mean speed, average $v$ over the distribution of speeds:

$$\bar v=4\pi\left(\frac a\pi\right)^{3/2}\int_0^\infty v^3e^{-av^2}dv .$$

The substitution $u=v^2$ turns the integral into $\tfrac12\int_0^\infty u\,e^{-au}du=1/(2a^2)$. Hence

$$\bar v=4\pi\,\frac{a^{3/2}}{\pi^{3/2}}\,\frac{1}{2a^2}=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8kT}{\pi m}},
\qquad
\frac{\bar v}{4}=\sqrt{\frac{8kT}{16\pi m}}=\sqrt{\frac{kT}{2\pi m}} .$$

The one-way rate is thus $n_1A\bar v/4$. The quarter is a product of two halves: half of the molecules move towards the hole, and their mean velocity component along the axis is $\bar v/2$.

The same argument for vessel 2 gives a return rate $n_2A\bar v/4$, with the same $\bar v$ because the temperatures are equal. The streams pass through each other without collisions, so the net rate is their difference:

$$\dot N=\frac{A\bar v}{4}(n_1-n_2).$$

An ideal gas has $P=nkT$, so a flow of $\dot N$ molecules per second is a throughput $Q=kT\dot N$. Then

$$Q=\frac{A\bar v}{4}(n_1kT-n_2kT)=\frac{A\bar v}{4}(P_1-P_2),
\qquad
C=\frac{A\bar v}{4}=A\sqrt{\frac{kT}{2\pi m}} .$$

The conductance does not depend on pressure. Doubling the density doubles the number of molecules that cross, but it also doubles the number in each litre.

Equal temperatures are essential. In general the one-way rate per unit area is

$$\frac{n\bar v}{4}=\frac{P}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{P}{\sqrt{2\pi mkT}} .$$

If the vessels have temperatures $T_1$ and $T_2$, the net flow vanishes when $P_1/\sqrt{T_1}=P_2/\sqrt{T_2}$, not when the pressures are equal. A single conductance multiplying $P_1-P_2$ then no longer describes the flow.

### (b) The value for air

The mean molar mass of dry air is 28.966 g/mol, or $4.8099\times10^{-26}$ kg per molecule. Treating air as one gas with this mass gives

$$\frac{\bar v}{4}=\sqrt{\frac{(1.3806\times10^{-23}\ \mathrm{J/K})(293\ \mathrm{K})}{2\pi\,(4.8099\times10^{-26}\ \mathrm{kg})}}=115.7\ \mathrm{m/s}.$$

Multiplying by $A=10^{-4}\ \mathrm{m^2}$ gives $1.157\times10^{-2}\ \mathrm{m^3/s}$, which is 11.57 L/s.

A more careful value treats each gas separately. If gas $i$ has mole fraction $x_i$ on both sides, its partial pressures are $x_iP_1$ and $x_iP_2$, and its throughput is $C_ix_i(P_1-P_2)$. Adding the gases gives $C=\sum_i x_iC_i$. The conductances of nitrogen, oxygen, argon and carbon dioxide are 11.76, 11.01, 9.85 and 9.39 L/s, so

$$C=0.7808(11.76)+0.2095(11.01)+0.0093(9.85)+0.0004(9.39)\approx11.6\ \mathrm{L/s}.$$

With unrounded conductances the sum is 11.587 L/s. It exceeds the single-mass value because $m^{-1/2}$ is a convex function of $m$: its average over the gases is larger than its value at the average mass. The difference is about 0.15% of $C$, and both values round to 11.6 L/s.

The result can also be tested without the flux integral. Molecules of the mixture were placed at random in front of a round hole, given random Maxwellian velocities and followed in straight lines for a short time. The count of 41,750 crossings corresponds to 11.50 L/s. This is 0.8% below 11.587 L/s, while the statistical uncertainty of the count is $1/\sqrt{41750}$, or 0.5%. The two values agree within about one and a half standard errors.

The 11.6 litres are measured at the pressure of the vessel that the molecules leave. They are the net volume removed from vessel 1 each second if the return flow is negligible. Part (c) shows what the return flow does.

### (c) The hole in series with a pump

A pump of speed $S$ removes a volume $S$ per second at the pressure of the second vessel, so its throughput is $SP_2$. This assumes that the walls of the second vessel randomize the molecules before they reach the pump or return to the hole. If the pump inlet faces the hole at a distance of a few centimetres, part of the beam enters the pump directly, and the speed at the first chamber lies closer to $C$ than the result below. In steady flow this equals the throughput of the hole:

$$C(P_1-P_2)=SP_2 .$$

Moving the terms in $P_2$ to one side gives $CP_1=(C+S)P_2$, hence

$$P_2=\frac{C}{C+S}P_1=\frac{11.587}{111.587}\,(1.0\times10^{-4}\ \mathrm{Torr})=1.04\times10^{-5}\ \mathrm{Torr}.$$

The pumping speed available at the first chamber is the throughput divided by $P_1$:

$$S_{\rm eff}=\frac{SP_2}{P_1}=\frac{CS}{C+S}=\frac{11.587\times100}{111.587}\ \mathrm{L/s}=10.4\ \mathrm{L/s}.$$

The throughput is $Q=S_{\rm eff}P_1=1.04\times10^{-3}$ Torr L/s. This is also the leak that holds the first chamber at $P_1$.

The molecular rates show why $S_{\rm eff}$ is smaller than $C$. The density in the first chamber is $3.296\times10^{12}\ \mathrm{cm^{-3}}$, and $C=1.1587\times10^4\ \mathrm{cm^3/s}$. The forward rate is their product, $3.82\times10^{16}$ molecules per second. The return rate is $0.40\times10^{16}$ per second, which leaves a net $3.42\times10^{16}$ per second. About a tenth of the forward stream is cancelled by molecules that come back.

If $S\gg C$, then $P_2/P_1$ tends to zero and $S_{\rm eff}$ tends to $C$: the hole sets the speed, and a larger pump hardly helps. If $S\ll C$, the pressures become nearly equal and $S_{\rm eff}$ tends to $S$. The present case is near the first limit.

One average conductance was used for the whole mixture, although lighter gases pass more easily and the composition downstream differs slightly. Suppose the first chamber is kept at the composition of dry air and the pump has the same speed for every gas. Applying the formula for $P_2$ to each gas separately then gives $1.0383\times10^{-5}$ Torr, against $1.0384\times10^{-5}$ Torr with the average conductance. If instead the leak admits air of unchanged composition, the chamber becomes slightly richer in oxygen and $P_2=1.0375\times10^{-5}$ Torr. Either difference is negligible here.

### (d) Is the flow molecular?

Model the molecules as spheres of diameter $\delta$. Two of them collide when their centres come within $\delta$, so a moving molecule sweeps out a cross-section $\pi\delta^2$. Its collision rate is $n\pi\delta^2\bar v_{\rm rel}$, where $\bar v_{\rm rel}$ is the mean relative speed.

Each component of the difference between two independent Maxwellian velocities has twice the variance of a single component. All relative speeds are therefore scaled by $\sqrt2$, and $\bar v_{\rm rel}=\sqrt2\,\bar v$. The mean free path is the distance travelled per second divided by the collisions per second:

$$\lambda=\frac{\bar v}{n\pi\delta^2\sqrt2\,\bar v}=\frac{kT}{\sqrt2\,\pi\delta^2P}.$$

With the rough value $\delta=0.37$ nm for air, $\lambda$ is about 50 cm at $10^{-4}$ Torr. A round hole of $1\ \mathrm{cm^2}$ has diameter $d=\sqrt{4A/\pi}=1.128$ cm. The ratio $\lambda/d$ is about 44, so the flow is molecular to a good approximation. Over a distance $d$, roughly one molecule in 44 collides. The change in $C$ is much smaller than this share: counting first collisions of hard spheres gives an increase of about $0.08\,d/\lambda$ at this pressure ratio, which is 0.2% here and 0.8% at $\lambda/d=10$. In a gas at equilibrium, collisions send as many molecules towards the hole as they turn away from it, so only the departure from equilibrium near the hole alters the flow.

Take $\lambda/d=10$ as a working limit. Since $\lambda\propto1/P$, the limit is reached at $4.4\times10^{-4}$ Torr. At ten times that pressure, $4.4\times10^{-3}$ Torr, $\lambda$ equals $d$. Molecules then collide while they approach the hole, the gas near it acquires a net drift, and the collisionless derivation in (a) no longer applies. The conductance is then several per cent above $A\bar v/4$.

### Comparison with real equipment

Sputtering commonly runs at a few mTorr, a rough figure. There $\lambda$ is comparable with the diameter of this hole, so 11.6 L/s should not be used without a correction for collisions. A hole of $1\ \mathrm{cm^2}$ is also large for the inlet of a gas analyser, where openings of a millimetre or less are common.

Two further departures are small. In a cubic 30 L chamber the hole takes up 0.017% of the wall area, so it removes a very small share of the molecules that strike the walls. A rise of 5 K increases $C$ by 0.85%, because $C\propto\sqrt T$. The thickness of the plate and the kind of gas matter more, and the variations treat them.

## Variation 1: a plate 0.2 mm thick

How much does the conductance fall if the round hole is cut in a plate of thickness $t=0.20$ mm? Assume that molecules leave the side wall of the hole diffusely, with no memory of their arrival.

Let $J=n_1\bar v/4$ be the one-way rate per unit area. The number entering the hole per second is $J\pi d^2/4$. The side wall has area $\pi dt$. Since $t\ll d$, a point on it receives molecules from vessel 1 over half of its field of view, and hence at the rate $J/2$ per unit area. The share of entering molecules that strike the side wall is therefore

$$\frac{(J/2)\,\pi dt}{J\,\pi d^2/4}=\frac{2t}{d}.$$

Diffuse emission is symmetric between the two ends, so half of these molecules return to vessel 1. Repeated wall strikes contribute only at the next order in $t/d$. The transmitted share is

$$W\approx1-\frac td=1-0.0177=0.982 .$$

Following random trajectories through a channel of these dimensions gave 0.0348 for the share that strikes the wall, against $2t/d=0.0354$ from the estimate. The transmitted share was 0.9826, against 0.9823. The latter difference has the size of the neglected term, $(t/d)^2\approx3\times10^{-4}$.

The channel is the same from both ends, so $W$ multiplies both streams and the conductance becomes $WC=0.9826\times11.587=11.39$ L/s, a loss of just under 2%. The linear formula requires $t\ll d$. It cannot be used for a hole drilled through a flange about as thick as the hole is wide.

## Variation 2: water vapour or argon instead of air

What is the conductance of the original thin hole, at the same temperature, for pure water vapour and for pure argon?

At fixed $A$ and $T$, $C\propto m^{-1/2}$. Scaling from nitrogen, with molar masses of 28.014 g/mol for nitrogen, 18.015 g/mol for water and 39.948 g/mol for argon,

$$C_{\rm water}=11.76\sqrt{\frac{28.014}{18.015}}=14.7\ \mathrm{L/s},
\qquad
C_{\rm Ar}=11.76\sqrt{\frac{28.014}{39.948}}=9.85\ \mathrm{L/s}.$$

Relative to air, the conductance is 27% higher for water vapour and 15% lower for argon. This matters in practice: the residual gas in an unbaked chamber is often mainly water vapour, while the working gas in sputtering is usually argon. The value 11.6 L/s describes neither, and the conductance has to be calculated for the gas that is actually flowing.

## Computed values

```
Temperature: 293 K
Aperture area: 1.00 cm2
Aperture diameter: 1.128 cm
N2: fraction 0.7808, M 28.014 g/mol, C 11.76 L/s
O2: fraction 0.2095, M 31.998 g/mol, C 11.01 L/s
Ar: fraction 0.0093, M 39.948 g/mol, C 9.85 L/s
CO2: fraction 0.0004, M 44.009 g/mol, C 9.39 L/s
Mean molar mass of dry air: 28.966 g/mol
Mean molecular mass of dry air: 4.8099e-26 kg
Mean speed, mean mass: 462.8 m/s
Quarter of mean speed: 115.70 m/s
C from mean molar mass: 11.570 L/s
C from species average: 11.587 L/s
C from quadrature: 11.587 L/s
C from counted molecules: 11.50 L/s
Molecules counted through hole: 41750
Upstream pressure: 1.0e-04 Torr
Upstream chamber volume: 30 L
Pump speed: 100 L/s
Upstream number density: 3.296e+12 cm^-3
Forward molecular rate: 3.819e+16 1/s
Backward molecular rate: 3.965e+15 1/s
Net molecular rate: 3.422e+16 1/s
Downstream pressure: 1.038e-05 Torr
Throughput: 1.038e-03 Torr L/s
Effective pumping speed: 10.38 L/s
Steady P1 from time run: 1.000e-04 Torr
Steady P2 from time run: 1.038e-05 Torr
Plate thickness: 0.20 mm
Thickness over diameter: 0.0177
Transmission, first order: 0.9823
Transmission, ray tracing: 0.9826
Share striking side wall, ray tracing: 0.0348
C with plate thickness: 11.39 L/s
Relative speed over mean speed: 1.4143
Rough molecular diameter: 0.37 nm
Mean free path upstream: 50 cm
Mean free path over diameter: 44
Pressure where that ratio is 10: 4.4e-04 Torr
Hole share of cubic chamber wall: 0.017 %
Change of C for +5 K: 0.85 %
P2 species by species: 1.0383e-05 Torr
P2 from average C: 1.0384e-05 Torr
C for water vapour: 14.67 L/s
C water over C air: 1.266
C argon over C air: 0.850
```
